# Functional-Driven and Density-Driven Energy Errors, with PBE for Stretched H₂⁺, part 2

We split the error of an approximate density-functional energy into a functional-driven part $\Delta E_F$ and a density-driven part $\Delta E_D$, and test the split on H₂⁺. Hartree atomic units are used; energies exclude nuclear repulsion. The external potential $v$ and electron number $N$ are fixed.

The exact functional is $E_v[n]=T_s[n]+\int v\,n\,d^3r+U[n]+E_{xc}[n]$, with $U$ the Hartree energy and $E_{xc}=F-T_s-U$. Constrained searches at density $n$ define $F$ (minimum of $\langle\hat T+\hat V_{ee}\rangle$) and $T_s$ (minimum of $\langle\hat T\rangle$ over Slater determinants). The approximate functional is $\tilde E_v=E_v+W$, with $W=\tilde E_{xc}-E_{xc}$. The exact density $n$ minimizes $E_v$, $\tilde n$ is the approximate density, and $\Delta E=\tilde E_v[\tilde n]-E_v[n]$.

The first derivation adds and subtracts $\tilde E_v[n]$:

$$\Delta E=\Delta E_F+\Delta E_D,\qquad \Delta E_F=W[n],\qquad \Delta E_D=\tilde E_v[\tilde n]-\tilde E_v[n].\tag{2}$$

If $\tilde n$ is the global minimizer of $\tilde E_v$ over a set containing $n$,

$$\Delta E_D\le 0,\qquad\text{equivalently}\qquad \Delta E\le W[n].\tag{3}$$

Using $E_v[\tilde n]$ instead gives

$$\Delta E=\big(E_v[\tilde n]-E_v[n]\big)+W[\tilde n].\tag{4}$$

$$W[\tilde n]\le\Delta E\le W[n].\tag{5}$$

The second derivation scales the error as $aW$, taking $a$ from 0 to 1 at $n$, then follows $n_\lambda=n+\lambda\,\Delta n$, $\Delta n=\tilde n-n$, at $a=1$. Here $v_s[n_\lambda]$ is the potential whose non-interacting ground state has density $n_\lambda$; $v_H$ and $\tilde v_{xc}$ are the derivatives of $U$ and $\tilde E_{xc}$.

$$\frac{\delta T_s}{\delta n}\bigg|_{n_\lambda}=-v_s[n_\lambda]+\text{const}.\tag{10}$$

$$\Delta E_D=\int_0^1 s(\lambda)\,d\lambda,\qquad s(\lambda)=\int\Delta n\,\big(v+v_H[n_\lambda]+\tilde v_{xc}[n_\lambda]-v_s[n_\lambda]\big)\,d^3r .\tag{11}$$

Self-consistency gives $s(1)=0$, and

$$s(0)=\int\Delta n\,\Delta v\,d^3r,\qquad \Delta v=\tilde v_{xc}[n]-v_{xc}[n]=\frac{\delta W}{\delta n}\bigg|_n .\tag{12}$$

For one electron, $T_s=T_W=\frac12\int|\nabla\sqrt n|^2\,d^3r$, $E_{xc}=-U$, and $n=\phi_0^2$, where $\phi_0$ is the lowest eigenfunction of $h=-\frac12\nabla^2+v$, with eigenvalue $\varepsilon_0$:

$$v_s[n]=\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{8n^2}.\tag{13}$$

$$\Delta v=v_H[n]+\tilde v_{xc}[n].\tag{14}$$

In a finite basis, with $\varrho=(h-\varepsilon_0)\phi_0$, $\tilde n=\tilde\phi^2$ and $\delta=\tilde\phi-\phi_0$,

$$s(0)=\int\Delta n\,\Delta v\,d^3r+\int\varrho\,\frac{\delta^2}{\phi_0}\,d^3r ,\tag{15}$$

and $s(1)$ is a similar residual.

### Estimates that follow from the path

Expand $s(\lambda)=s(0)+s'\lambda+\frac12s''\lambda^2+\dots$ about $\lambda=0$. The condition $s(1)=0$ fixes $s'=-s(0)-\frac12s''$ to this order. The integral is $s(0)+\frac12s'+\frac16s''=\frac12s(0)-\frac1{12}s''$. Since $s''$ is the third functional derivative of $\tilde E_v$ contracted with three factors of $\Delta n$,

$$\Delta E_D=\frac12\int\Delta n\,\Delta v\,d^3r+O(\Delta n^3).\tag{16}$$

This is the trapezoid estimate. It needs one inversion, at the exact density, and it holds when $s$ is close to a straight line.

The parameter $a$ counts orders. Let $\tilde n_a$ minimize $E_v+aW$. Then $\Delta E_F(a)=aW[n]$ is exactly linear in $a$. For $\Delta E_D(a)$ of one electron, let $\phi_i$ and $\varepsilon_i$ be the real eigenfunctions and the eigenvalues of $h$, with $\varepsilon_0$ non-degenerate, and write

$$\phi=\frac{\phi_0+\sum_{i>0}x_i\phi_i}{\sqrt{1+\sum_{i>0}x_i^2}} .$$

Orthonormality gives $\langle h\rangle=(\varepsilon_0+\sum x_i^2\varepsilon_i)/(1+\sum x_i^2)=\varepsilon_0+\sum x_i^2(\varepsilon_i-\varepsilon_0)+O(x^4)$. The density changes by $2\phi_0\sum x_i\phi_i+O(x^2)$, so $W[\phi^2]=W[n]+2\sum x_i\langle i|\Delta v|0\rangle+O(x^2)$. The energy relative to $x=0$ is

$$\sum_{i>0}\Big[x_i^2(\varepsilon_i-\varepsilon_0)+2a\,x_i\langle i|\Delta v|0\rangle\Big]+O(ax^2).$$

Setting the derivative with respect to $x_i$ to zero gives $x_i=-a\langle i|\Delta v|0\rangle/(\varepsilon_i-\varepsilon_0)$. The quadratic term then equals $+a^2|E_2|$, the linear term equals $-2a^2|E_2|$, and the neglected term is $O(a^3)$:

$$\Delta E_D(a)=a^2E_2+O(a^3),\qquad E_2=-\sum_{i>0}\frac{|\langle i|\Delta v|0\rangle|^2}{\varepsilon_i-\varepsilon_0}.\tag{17}$$

Two by-products come with it. The quadratic term is $E_v[\tilde n_a]-E_v[n]$, so at leading order the density part of split (4) equals $-\Delta E_D$. Half of the linear term is $\frac12a\int\Delta v\,(\tilde n_a-n)=a^2E_2$, so the trapezoid estimate for the scaled functional agrees with (17) at leading order, and this holds in a basis as well, because only the matrix eigenvalue problem was used.

For $N$ electrons the same step reads as follows. From $\delta F/\delta n=-v[n]$ the second derivative of $E_v$ is $-\delta v/\delta n=-\chi^{-1}$, with $\chi=\delta n/\delta v$ the static response of the exact interacting system. Minimizing $a\int\Delta v\,\delta n-\frac12\iint\delta n\,\chi^{-1}\delta n$ gives $\delta n=a\chi\Delta v$ and the value $a^2\iint\Delta v\chi\Delta v-\frac12a^2\iint\Delta v\chi\Delta v=\frac12a^2\iint\Delta v\,\chi\,\Delta v$. For one electron the expression for $x_i$ shows that $\chi(\mathbf r,\mathbf r')=-2\sum_{i>0}\phi_0\phi_i(\mathbf r)\,\phi_0\phi_i(\mathbf r')/(\varepsilon_i-\varepsilon_0)$, which returns (17).

Equation (17) suggests a rule: a small gap $\varepsilon_1-\varepsilon_0$ of $h$ warns of a large density-driven error. The rule is incomplete in two ways that matter for stretched H₂⁺: the numerator may vanish by symmetry, and the dropped term $O(ax^2)$ is not small compared with $x^2(\varepsilon_1-\varepsilon_0)$ when the gap is small. To see the second point, follow the rotation $\phi(\theta)=\cos\theta\,\phi_0+\sin\theta\,\phi_1$. Then $\langle h\rangle=\varepsilon_0+\sin^2\theta\,(\varepsilon_1-\varepsilon_0)$, with second derivative $2(\varepsilon_1-\varepsilon_0)$ at $\theta=0$. The density is $\cos^2\theta\,\phi_0^2+\sin2\theta\,\phi_0\phi_1+\sin^2\theta\,\phi_1^2$, with first derivative $2\phi_0\phi_1$ and second derivative $2(\phi_1^2-\phi_0^2)$ at $\theta=0$. The chain rule gives the curvature of the scaled energy,

$$K(a)=2(\varepsilon_1-\varepsilon_0)+a\kappa,\qquad \kappa=2\int\Delta v\,(\phi_1^2-\phi_0^2)\,d^3r+4\iint\phi_0\phi_1\,\Delta f\,\phi_0\phi_1\,d^3r\,d^3r',\tag{18}$$

with the kernel $\Delta f=\delta^2W/\delta n\,\delta n'=1/|\mathbf r-\mathbf r'|+\tilde f_{xc}$. With only this direction kept, the energy is $2a\langle1|\Delta v|0\rangle\theta+\frac12K\theta^2$, whose minimum for $K>0$ is $-2a^2|\langle1|\Delta v|0\rangle|^2/K(a)$. This reduces to the $i=1$ term of (17) when $a|\kappa|\ll2(\varepsilon_1-\varepsilon_0)$. Otherwise the stiffness is set by $\kappa$. A positive $\kappa$ suppresses the response. A negative $\kappa$ makes $K$ vanish at $a_c=2(\varepsilon_1-\varepsilon_0)/|\kappa|$, and for $a>a_c$ the quadratic form has no minimum near the exact density.

## What each derivation assumes

Both derivations need a definite exact density. If the ground state is degenerate with several densities, $\Delta E$ is still one number, but $W[n]$ depends on the density chosen, and so does the split. Both also need $\tilde E_{xc}$ to be defined on $n$ as a functional of the density, or of the spin densities with the spin state fixed.

The first derivation uses values of functionals at two densities and nothing else. It needs no derivative, no potential and no $v$-representability, because the constrained search defines $T_s$ on any $N$-electron density of finite $T_W$. The identity (2) is true for any $\tilde n$ whatever, converged or not. The sign (3) costs one global assumption, that $\tilde n$ is the lowest minimum over a set containing $n$. A self-consistent calculation delivers a stationary point and does not certify that assumption. The derivation is silent about the size of $\Delta E_D$ and about where in space it arises. Inversion enters only as a practical means of computing the single number $T_s[n]$.

The second derivation assumes more regularity and less minimality. It needs $\tilde E_v$ to be differentiable along the line, and it needs every $n_\lambda$ to be a non-interacting ground-state density with a potential $v_s[n_\lambda]$. For one electron, or a two-electron singlet, (13) supplies that potential for any smooth positive density. For more electrons it is an assumption at each $\lambda$ and can fail, for instance when levels of $v_s[n_\lambda]$ cross at the highest occupied orbital and a single determinant no longer yields $n_\lambda$ as a ground state. Of $\tilde n$ it uses only stationarity, and that only for $s(1)=0$, so a local minimum or a saddle point serves as well. For that reason it cannot give the sign without the added assumption of convexity along the line. In return it expresses $\Delta E_D$ through potentials, identifies $\Delta v$ as the driving term, and yields the estimates (16) and (17) together with the conditions for their failure.

In a basis the two behave differently. For one electron the first derivation is exact with the basis densities as its domain. The integral (11) is also exact, but the end values carry the residual (15). Numerically the two routes to $\Delta E_D$ share the end densities and the formula for $\tilde E_{xc}$, and differ in the rest. The first subtracts two total energies whose kinetic parts are matrix elements. The second integrates the Laplacian form (13) on a grid at densities that are not squares of basis orbitals. Their agreement tests (10), (11) and (13).

## H₂⁺ with PBE

The calculation uses the PBE functional for spin densities $(n,0)$ and the aug-cc-pVTZ basis, of which the 18 functions of $\sigma$ symmetry are kept, with nuclei $A$ and $B$ a distance $R$ apart on the $z$ axis. The exact density comes from diagonalizing $h$. The density $\tilde n$ comes from direct minimization of $\langle h\rangle+W$ over the orbital coefficients. The integral (11) is done with $\lambda=x^2$ and 20 Gauss–Legendre points in $x$, a substitution that places more points near the exact density. Six decimals are shown so that the arithmetic can be followed; they describe this basis and grid, they are not converged to that many digits (in aug-cc-pVQZ $\varepsilon_0$ falls by 1.3 to $2.3\times10^{-4}$ Ha, $\Delta E_F$, $\Delta E_D$ and $\Delta E$ move by less than $10^{-4}$ Ha, and in the biased case below $\Delta E_F$, $E_2$ and $|\langle1|\Delta v|0\rangle|$ grow in magnitude by 3 to 5%), and sums of rounded entries can differ from the printed result in the last digit. The program and its output follow this text.

The restriction to $\sigma$ functions and the minimizer are tested at $R=2$ bohr against independent self-consistent calculations in the full basis: unrestricted Hartree–Fock reproduces $\varepsilon_0=-1.102302$ Ha within $10^{-8}$ Ha, and unrestricted Kohn–Sham reproduces $\tilde E_v[\tilde n]=-1.108942$ Ha within $10^{-6}$ Ha. In all four cases below, the program asserts that $T_W$ by quadrature equals the kinetic matrix element, that $T_W+\int vn$ equals $\varepsilon_0$ (which is what the equality of $\tilde E_v[n]-E_v[n]$ with $U+\tilde E_{xc}$ amounts to), and that the line integral equals the energy difference, each within $5\times10^{-6}$ Ha. It also asserts $\Delta E_D<0$ and both inequalities of (5).

### Near equilibrium, $R=2$ bohr

By the first route,

$$\Delta E_F=U[n]+\tilde E_{xc}[n]=0.330353-0.335858=-0.005506\ \text{Ha},$$

$$\tilde E_v[n]=-1.102302-0.005506=-1.107808\ \text{Ha},$$

$$\Delta E_D=-1.108942+1.107808=-0.001134\ \text{Ha},$$

$$\Delta E=-0.005506-0.001134=-0.006640\ \text{Ha}.$$

In electronvolts, with 1 Ha = 27.211386 eV, these are $\Delta E_F=-0.150$, $\Delta E_D=-0.031$ and $\Delta E=-0.181$. The density-driven part is $0.001134/0.006640=17\%$ of the total error. The bounds (5) read $-0.007889\le-0.006640\le-0.005506$ Ha, and split (4) closes as $0.001249-0.007889=-0.006640$ Ha.

By the second route the line integral is $-0.001134$ Ha. The slope at the exact density is $-0.002279$ Ha from the inverted potential and $-0.002284$ Ha from (12) with (14); the difference is the residual in (15) together with the grid error. At the other end $s(1)=-5.5\times10^{-6}$ Ha. For the three symmetric geometries the program asserts that both end residuals are below 5% of $|\int\Delta n\Delta v|$. The trapezoid estimate is $-0.002284/2=-0.001142$ Ha, which is 0.7% larger in magnitude than $\Delta E_D$.

The sum over states gives $E_2=-0.001029$ Ha, and $\Delta E_D/E_2=1.10$ at $a=1$. The order counting is tested at small $a$. Direct minimization gives $\Delta E_D=-4.1231\times10^{-7}$ Ha at $a=0.02$ and $-1.6523\times10^{-6}$ Ha at $a=0.04$, with ratios $r(a)=\Delta E_D/(a^2E_2)$ of 1.00187 and 1.00375. If $r=1+ca+O(a^2)$, as (17) says, then $2r(a)-r(2a)=1+O(a^2)$, and $2\times1.00187-1.00375=0.99999$. The ratio of the trapezoid estimate to $\Delta E_D$ is 1.00014 and 1.00027 and extrapolates to 1.00000. Both limits are asserted within $5\times10^{-3}$. The coefficient $c\approx0.00187/0.02=0.094$, continued linearly to $a=1$, gives 1.09, so the third-order term accounts for most of the 10% by which $\Delta E_D$ exceeds $E_2$ in magnitude.

### Stretching the bond

The three symmetric geometries give, in Ha:

| $R$ (bohr) | $\Delta E_F$ | $\Delta E_D$ | $\Delta E$ |
|---|---|---|---|
| 2 | −0.005506 | −0.001134 | −0.006640 |
| 6 | −0.053092 | −0.006428 | −0.059520 |
| 12 | −0.080481 | −0.004918 | −0.085399 |

and the estimates and the gap of $h$, also in Ha:

| $R$ (bohr) | trapezoid | $E_2$ | $\varepsilon_1-\varepsilon_0$ |
|---|---|---|---|
| 2 | −0.001142 | −0.001029 | 0.4351 |
| 6 | −0.006254 | −0.006545 | 0.02128 |
| 12 | −0.004877 | −0.004942 | 0.000104 |

At $R=6$ bohr, $\Delta E_F=0.195239-0.248331=-0.053092$ Ha and $\Delta E_D=-0.737902+0.731474=-0.006428$ Ha. At $R=12$ bohr, $\Delta E_F=0.176910-0.257390=-0.080481$ Ha and $\Delta E_D=-0.668716+0.663798=-0.004918$ Ha, or $-2.19$ eV and $-0.13$ eV out of $-2.32$ eV. The density-driven share falls from 17% through $0.006428/0.059520=11\%$ to 5.8%. The trapezoid estimate is smaller in magnitude than $\Delta E_D$ by 2.7% at $R=6$ and by 0.8% at $R=12$ bohr. The leading-order equality of $E_v[\tilde n]-E_v[n]$ with $-\Delta E_D$ shows in the pairs 0.006267 and 0.006428 Ha at $R=6$, and 0.004903 and 0.004918 Ha at $R=12$ bohr.

The magnitude of $\Delta E_D$ is not monotonic in $R$: it is larger at 6 than at 12 bohr. The sum $E_2$ has the same ordering, so the feature is already present at second order in $\Delta v$. Which states in the sum produce it was not resolved.

Between 2 and 12 bohr the gap falls by a factor $0.4351/0.000104\approx4200$ in this basis (the basis-set limit of the gap at 12 bohr is $1.10\times10^{-4}$ Ha, 6% larger, which makes the factor about 3950), while $|\Delta E_D|$ grows by a factor of about 4. The reason is a selection rule. The state $\phi_0$ is even under inversion through the bond midpoint and $\phi_1$ is odd. The density $n=\phi_0^2$ is even. The potentials $v_H[n]$ and $\tilde v_{xc}[n]$ are built from $n$ by rules that single out no point or direction, so $\Delta v$ is even. The integrand of $\langle1|\Delta v|0\rangle$ is odd and the element vanishes. The computed value at $R=12$ bohr is $2.9\times10^{-12}$ Ha, which is rounding noise, and it is asserted to be below $10^{-6}$ Ha. The small denominator never enters (17).

A vanishing slope does not make the symmetric density stable against charge moving to one side; that is decided by (18). At large $R$, $\phi_{0,1}\to(A\pm B)/\sqrt2$ with $A$ and $B$ the atomic $1s$ orbitals. Then $\phi_1^2-\phi_0^2=-2AB$ is exponentially small, $\phi_0\phi_1=(n_A-n_B)/2$ with $n_A=A^2$ and $n_B=B^2$, and

$$K(1)\to2(\varepsilon_1-\varepsilon_0)+\iint(n_A-n_B)\,\Delta f\,(n_A-n_B)\,d^3r\,d^3r' .$$

Two kinds of term are dropped here. Those that involve the overlap $AB$ are exponentially small in $R$, like the gap term itself. The polarization of each atom by the other proton, which is lost when $\phi_{0,1}$ are built from unperturbed $1s$ orbitals, falls off only as a power of $1/R$ and exceeds the gap term at large $R$. Both kinds vanish as $R\to\infty$ while the double integral does not, so at large $R$ the double integral decides. The Coulomb part of the kernel gives a positive contribution and the exchange part a negative one, so the sign is a numerical matter. A finite difference with step $\theta=0.05$ rad along the rotation from the exact orbital gives 0.7100 Ha/rad² at $R=12$ bohr, asserted to be positive, of which the gap supplies only $2\times0.000104$. For the exact functional $\kappa=0$, and moving charge between the nuclei costs almost nothing. PBE makes that motion stiff and favours equal sharing, which here coincides with the exact density. As a test, a minimization started from the lopsided orbital $\cos0.5\,\phi_0+\sin0.5\,\phi_1$ returns to $-0.668716$ Ha within $10^{-7}$ Ha. This supports, without proving, that the symmetric solution is the global minimum; $\Delta E_D\le 0$ is in any case verified directly.

For symmetric H₂⁺ the PBE error is mainly functional-driven, and the density-driven share falls from 17% at 2 bohr to 5.8% at 12 bohr. What remains is the limit of $\Delta E_F$ at large separation and the effect of a small difference between the nuclear charges.
